# Breit energies of the 2p1/2 2p3/2 configuration at Z = 26: test program

```python
"""Breit energies of the two-electron configuration 2p1/2 2p3/2, J = 1 and 2.

Result under test (atomic units, c = 1/alpha, hydrogenic Dirac orbitals):
    E_1 = -(16/9) D - X1/12 + X2/4
    E_2 =  (16/15) D + X1/4 + X2/20
    (3 E_1 + 5 E_2)/8 = (X1 + X2)/8 = average over the eight determinants
a = 2p1/2 (kappa = 1), b = 2p3/2 (kappa = -2),
orbital = (P Omega_kappa, i Q Omega_-kappa)/r,
V = Pa Qb + Qa Pb,  W = Qa Pb - Pa Qb,  U = W + 3V/2,  T = V - W,
R_k(f,g) = double integral of f(r1) g(r2) r<^k / r>^(k+1),
D = R_1(Pa Qa, Pb Qb),  X1 = (2/3) R_1(V,V),
X2 = (8/15) R_1(U,U) + (12/35) R_3(T,T) + retardation,
retardation = (2 w^2/5c^2) * double integral of
    rho rho [r<^4/(7 r>^3) - r<^2/(3 r>)],  rho = Pa Pb + Qa Qb,  w = E_b - E_a.
Breit operator: -[alpha1.alpha2 + (alpha1.n)(alpha2.n)]/(2 r12).
"""
from math import factorial, pi, sqrt
import numpy as np
from scipy import constants
from scipy.special import lpmv, spherical_jn
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan, wigner_6j

ALPHA = constants.fine_structure
C = 1.0 / ALPHA
EV = constants.physical_constants["Hartree energy in eV"][0]
# weights of D, X1, X2 in the energy of each J
SHARES = {1: (-16 / 9, -1 / 12, 1 / 4), 2: (16 / 15, 1 / 4, 1 / 20)}


def gauss(n, upper):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * upper * (x + 1), 0.5 * upper * w


class Orbital:
    """Exact n = 2 Dirac orbital for kappa = 1 or -2; energy without rest energy."""

    def __init__(self, Z, kappa):
        self.kappa = kappa
        self.g = sqrt(kappa**2 - (Z / C) ** 2)
        nodes = 2 - abs(kappa)
        eps = 1 / sqrt(1 + (Z / C / (nodes + self.g)) ** 2)
        self.energy = C**2 * (eps - 1)
        self.lam = C * sqrt(1 - eps**2)
        top = C**2 * (1 + eps)
        q0 = C * (self.g + kappa) / Z
        p1 = q1 = 0.0
        if nodes:
            p1 = (top * q0 + C * self.lam) / (
                C * (self.g + 1 + kappa) + Z * self.lam * C / top)
            q1 = -self.lam * C * p1 / top
        self.p, self.q, self.norm = (1.0, p1), (q0, q1), 1.0
        r, w = gauss(120, 60 / Z)
        P, Q = self(r)
        self.norm = 1 / sqrt(np.sum(w * (P**2 + Q**2)))

    def __call__(self, r):
        f = self.norm * r**self.g * np.exp(-self.lam * r)
        return f * (self.p[0] + self.p[1] * r), f * (self.q[0] + self.q[1] * r)


def combinations(a, b, r):
    """Return Pa Qa, Pb Qb, V, U, T, rho at radius r."""
    Pa, Qa = a(r)
    Pb, Qb = b(r)
    V, W = Pa * Qb + Qa * Pb, Qa * Pb - Pa * Qb
    return Pa * Qa, Pb * Qb, V, W + 1.5 * V, V - W, Pa * Pb + Qa * Qb


def radial_integrands(a, b, r1, r2):
    """Integrands of D, R1(V,V), R1(U,U), R3(T,T), retardation, and of X2
    in the transverse form that needs no partial integration."""
    lo, hi = np.minimum(r1, r2), np.maximum(r1, r2)
    k1, k3 = lo / hi**2, lo**3 / hi**4
    aa1, _, V1, U1, T1, d1 = combinations(a, b, r1)
    _, bb2, V2, U2, T2, d2 = combinations(a, b, r2)
    w = b.energy - a.energy
    ret = 0.4 * (w / C) ** 2 * d1 * d2 * (lo**4 / (7 * hi**3) - lo**2 / (3 * hi))
    U_lo, T_hi = np.where(r1 < r2, U1, U2), np.where(r1 < r2, T2, T1)
    transverse = (8 / 25 * U1 * U2 * k1 + 24 / 175 * T1 * T2 * k3
                  - 12 / 25 * U_lo * T_hi * (k1 - k3))
    return np.array([aa1 * bb2 * k1, V1 * V2 * k1, U1 * U2 * k1,
                     T1 * T2 * k3, ret, transverse])


def solve(Z):
    """Radial integrals and Breit energies for nuclear charge Z."""
    a, b = Orbital(Z, 1), Orbital(Z, -2)
    r, wr = gauss(120, 60 / Z)
    t, wt = gauss(60, 1.0)
    big, small = r[:, None] * np.ones_like(t), r[:, None] * t
    weight = (wr * r)[:, None] * wt
    both = radial_integrands(a, b, small, big) + radial_integrands(a, b, big, small)
    D, M, RU, RT, ret, transverse = (both * weight).sum(axis=(1, 2))
    X1, gaunt2 = 2 / 3 * M, 8 / 15 * RU + 12 / 35 * RT
    X2 = gaunt2 + ret
    E = {J: s[0] * D + s[1] * X1 + s[2] * X2 for J, s in SHARES.items()}
    return dict(a=a, b=b, D=D, M=M, RU=RU, RT=RT, ret=ret, transverse=transverse,
                X1=X1, gaunt2=gaunt2, X2=X2, E=E)


Z = 26
S = solve(Z)
a, b = S["a"], S["b"]

# The orbitals satisfy both radial Dirac equations (numerical derivatives).
r = np.linspace(0.3, 15, 40) / Z
h = 1e-5 * r
for orb in (a, b):
    P, Q = orb(r)
    Pp, Qp = orb(r + h)
    Pm, Qm = orb(r - h)
    dP, dQ = (Pp - Pm) / (2 * h), (Qp - Qm) / (2 * h)
    up = (orb.energy + Z / r + 2 * C**2) * Q
    down = (orb.energy + Z / r) * P
    res1 = C * (dP + orb.kappa * P / r) - up
    res2 = C * (dQ - orb.kappa * Q / r) + down
    assert np.max(abs(res1)) < 1e-7 * np.max(abs(up))
    assert np.max(abs(res2)) < 1e-7 * np.max(abs(Z / r * P))

# Exchange shares against 6j symbols.
half, three = Rational(1, 2), Rational(3, 2)
for J in (1, 2):
    for L in (1, 2):
        six_j = float(wigner_6j(J, three, half, L, three, half))
        assert abs(six_j - SHARES[J][L]) < 1e-14

# Angular integration from the definition: spinors on a product grid.
n_theta, n_phi = 14, 28
x, wx = np.polynomial.legendre.leggauss(n_theta)
phi = 2 * pi * np.arange(n_phi) / n_phi
X, PHI = [g.ravel() for g in np.meshgrid(x, phi, indexing="ij")]
WEIGHT = np.repeat(wx, n_phi) * 2 * pi / n_phi
SIN = np.sqrt(1 - X**2)
DIRECTION = np.array([SIN * np.cos(PHI), SIN * np.sin(PHI), X])
SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def harmonic(l, m):
    k = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - k) / factorial(l + k))
    y = norm * lpmv(k, l, X) * np.exp(1j * k * PHI)
    return y if m >= 0 else (-1) ** k * y.conj()


def spinor_harmonic(l, j2, m2):
    """Spherical spinor; j2 and m2 are twice j and m."""
    out = np.zeros((2, X.size), complex)
    for i, s2 in enumerate((1, -1)):
        m = (m2 - s2) // 2
        if abs(m) <= l:
            cg = clebsch_gordan(l, half, Rational(j2, 2), m,
                                Rational(s2, 2), Rational(m2, 2))
            out[i] = float(cg) * harmonic(l, m)
    return out


ANGULAR = {("a", m): (spinor_harmonic(1, 1, m), spinor_harmonic(0, 1, m))
           for m in (-1, 1)}
ANGULAR.update({("b", m): (spinor_harmonic(1, 3, m), spinor_harmonic(2, 3, m))
                for m in (-3, -1, 1, 3)})


def four_spinors(radius):
    """r times each orbital at one radius, on the angular grid."""
    out = {}
    for key, (upper, lower) in ANGULAR.items():
        P, Q = (a if key[0] == "a" else b)(radius)
        out[key] = np.vstack([P * upper, 1j * Q * lower])
    return out


def weighted_current(f, g):
    j = [(f[:2].conj() * (s @ g[2:]) + f[2:].conj() * (s @ g[:2])).sum(0)
         for s in SIGMA]
    return (np.array(j) * WEIGHT).ravel()


def expectation(state, s1, s2, kernel):
    """Direct and exchange integrands for state = [(ma, mb, coefficient)]."""
    direct = exchange = 0.0
    for ma, mb, c1 in state:
        for na, nb, c2 in state:
            A, B, A2, B2 = ("a", ma), ("b", mb), ("a", na), ("b", nb)
            direct += c1 * c2 * (weighted_current(s1[A], s1[A2]) @ kernel
                                 @ weighted_current(s2[B], s2[B2]))
            exchange -= c1 * c2 * (weighted_current(s1[A], s1[B2]) @ kernel
                                   @ weighted_current(s2[B], s2[A2]))
    return np.array([direct, exchange])


COUPLED = {}
for J in (1, 2):
    terms = []
    for ma in (-1, 1):
        mb = 2 * J - ma
        if abs(mb) <= 3:
            cg = clebsch_gordan(half, three, J, Rational(ma, 2), Rational(mb, 2), J)
            terms.append((ma, mb, float(cg)))
    COUPLED[J] = terms

worst_J = worst_average = 0.0
for x1, x2 in ((2.0, 6.0), (7.0, 2.5), (1.0, 4.0)):
    r1, r2 = x1 / Z, x2 / Z
    D, M, RU, RT, _, transverse = radial_integrands(a, b, r1, r2)
    s1, s2 = four_spinors(r1), four_spinors(r2)
    sep = r1 * DIRECTION[:, :, None] - r2 * DIRECTION[:, None, :]
    dist = np.sqrt((sep**2).sum(0))
    unit = sep / dist
    delta = np.eye(3)[:, :, None, None] / dist
    nn = unit[:, None] * unit[None, :] / dist
    size = 3 * X.size
    for name, tensor in (("Gaunt", -delta), ("Breit", -0.5 * (delta + nn))):
        kernel = tensor.transpose(0, 2, 1, 3).reshape(size, size).astype(complex)
        rank2 = transverse if name == "Breit" else 8 / 15 * RU + 12 / 35 * RT
        reduced = {J: np.array([s[0] * D, s[1] * 2 / 3 * M + s[2] * rank2])
                   for J, s in SHARES.items()}
        scale = max(np.max(abs(v)) for v in reduced.values())
        for J in (1, 2):
            full = expectation(COUPLED[J], s1, s2, kernel)
            worst_J = max(worst_J, np.max(abs(full - reduced[J])) / scale)
        average = sum(expectation([(ma, mb, 1.0)], s1, s2, kernel)
                      for ma in (-1, 1) for mb in (-3, -1, 1, 3)) / 8
        weighted = (3 * reduced[1] + 5 * reduced[2]) / 8
        worst_average = max(worst_average, np.max(abs(average - weighted)) / scale)
assert worst_J < 1e-7
assert worst_average < 1e-7

# Momentum-space evaluation with spherical Bessel transforms.
r, wr = gauss(1000, 36 / Z)
k, wk = gauss(400, 40 * Z)
j1, j3 = [spherical_jn(l, np.outer(k, r)) for l in (1, 3)]
aa, bb, V, U, T, _ = combinations(a, b, r)
D_k = 6 / pi * np.sum(wk * (j1 @ (wr * aa)) * (j1 @ (wr * bb)))
X1_k = 4 / pi * np.sum(wk * (j1 @ (wr * V)) ** 2)
X2_k = 48 / (25 * pi) * np.sum(wk * (j1 @ (wr * U) - j3 @ (wr * T)) ** 2)
for value, other in ((S["D"], D_k), (S["X1"], X1_k), (S["X2"], X2_k)):
    assert abs(value - other) < 1e-6 * abs(value)

# Retardation from the continuity equation against full Breit minus Gaunt.
ret_difference = S["transverse"] - S["gaunt2"]
assert abs(ret_difference - S["ret"]) < 1e-4 * abs(S["ret"])

# Weighted mean of the J energies against the momentum-space average.
mean_J = (3 * S["E"][1] + 5 * S["E"][2]) / 8
mean_config = (S["X1"] + S["X2"]) / 8
assert abs(mean_J - (X1_k + X2_k) / 8) < 1e-6 * mean_config
assert abs(mean_J - mean_config) < 1e-12 * mean_config

# Leading scaling with Z^3 alpha^2 at small Z.
scaled = {z: {J: e / (z**3 * ALPHA**2) for J, e in solve(z)["E"].items()}
          for z in (1, 2, Z)}
top = max(abs(v) for v in scaled[1].values())
assert all(abs(scaled[1][J] - scaled[2][J]) < 1e-3 * top for J in (1, 2))

m = 1000.0
print(f"nuclear charge Z = {Z}")
print(f"speed of light c = {C:.6f} a.u.")
print(f"Z alpha = {Z * ALPHA:.6f}")
print(f"hartree in eV = {EV:.6f} eV")
print(f"energy 2p1/2 = {a.energy:.6f} hartree")
print(f"energy 2p3/2 = {b.energy:.6f} hartree")
print(f"splitting w = {b.energy - a.energy:.6f} hartree")
print(f"D = {m * S['D']:.6f} mhartree")
print(f"M = R1(V,V) = {m * S['M']:.6f} mhartree")
print(f"R1(U,U) = {m * S['RU']:.6f} mhartree")
print(f"R3(T,T) = {m * S['RT']:.6f} mhartree")
print(f"X1 = {m * S['X1']:.6f} mhartree")
print(f"Gaunt part of X2 = {m * S['gaunt2']:.6f} mhartree")
print(f"retardation part of X2 = {m * S['ret']:.4e} mhartree")
print(f"same, Breit minus Gaunt = {m * ret_difference:.4e} mhartree")
print(f"X2 = {m * S['X2']:.6f} mhartree")
for J, s in SHARES.items():
    print(f"J={J} direct part = {m * s[0] * S['D']:.6f} mhartree")
    print(f"J={J} X1 part = {m * s[1] * S['X1']:.6f} mhartree")
    print(f"J={J} X2 part = {m * s[2] * S['X2']:.6f} mhartree")
    print(f"J={J} Breit energy = {m * S['E'][J]:.6f} mhartree")
    print(f"J={J} Breit energy = {EV * S['E'][J]:.6f} eV")
print(f"E_2 - E_1 = {m * (S['E'][2] - S['E'][1]):.6f} mhartree")
print(f"3 E_1 + 5 E_2 = {m * 8 * mean_J:.6f} mhartree")
print(f"weighted mean of E_J = {m * mean_J:.6f} mhartree")
print(f"configuration average = {m * mean_config:.6f} mhartree")
print(f"average, momentum space = {m * (X1_k + X2_k) / 8:.6f} mhartree")
print(f"configuration average = {EV * mean_config:.6f} eV")
for z in (1, Z):
    for J in (1, 2):
        print(f"E_{J}/(Z^3 alpha^2) at Z={z}: {scaled[z][J]:.7f} hartree")
print(f"largest angular deviation, J states = {worst_J:.1e}")
print(f"largest angular deviation, average = {worst_average:.1e}")
print("no test failed")
```

Output:

```
nuclear charge Z = 26
speed of light c = 137.035999 a.u.
Z alpha = 0.189731
hartree in eV = 27.211386 eV
energy 2p1/2 = -85.468958 hartree
energy 2p3/2 = -84.690974 hartree
splitting w = 0.777984 hartree
D = -4.183272 mhartree
M = R1(V,V) = 2.630359 mhartree
R1(U,U) = 15.310740 mhartree
R3(T,T) = 16.095829 mhartree
X1 = 1.753572 mhartree
Gaunt part of X2 = 13.684298 mhartree
retardation part of X2 = -3.1419e-04 mhartree
same, Breit minus Gaunt = -3.1419e-04 mhartree
X2 = 13.683984 mhartree
J=1 direct part = 7.436928 mhartree
J=1 X1 part = -0.146131 mhartree
J=1 X2 part = 3.420996 mhartree
J=1 Breit energy = 10.711793 mhartree
J=1 Breit energy = 0.291483 eV
J=2 direct part = -4.462157 mhartree
J=2 X1 part = 0.438393 mhartree
J=2 X2 part = 0.684199 mhartree
J=2 Breit energy = -3.339565 mhartree
J=2 Breit energy = -0.090874 eV
E_2 - E_1 = -14.051358 mhartree
3 E_1 + 5 E_2 = 15.437556 mhartree
weighted mean of E_J = 1.929694 mhartree
configuration average = 1.929694 mhartree
average, momentum space = 1.929694 mhartree
configuration average = 0.052510 eV
E_1/(Z^3 alpha^2) at Z=1: 0.0113933 hartree
E_2/(Z^3 alpha^2) at Z=1: -0.0035374 hartree
E_1/(Z^3 alpha^2) at Z=26: 0.0114449 hartree
E_2/(Z^3 alpha^2) at Z=26: -0.0035681 hartree
largest angular deviation, J states = 2.1e-12
largest angular deviation, average = 1.0e-12
no test failed
```
